# Saturated injection velocity in a ballistic two-valley silicon sheet

## Problem

A thin (001) silicon sheet is the channel of a transistor. Confinement leaves one occupied subband with $g_v=2$ equivalent valleys. In the plane each valley is parabolic and isotropic, with mass $m=0.19\,m_0$, and each orbital holds two spins. The temperature is zero, and electrons cross the channel without scattering.

Between source and drain the subband edge has a maximum, the top of the source barrier. The gate holds the mobile density there at $n=10^{13}\ \mathrm{cm^{-2}}$ while the drain bias $V$ is raised. The mean velocity along the current at this point, $v=\Phi/n$ with $\Phi$ the particle flux per unit width, is called the injection velocity.

1. How does $v$ depend on $V$, and at what bias does it saturate?
2. What is its saturated value, and what current per width does it carry?
3. Under which conditions does a real sheet come near this value?

Below, $e>0$ is the elementary charge and $x$ points from source to drain. A positive $V$ lowers the drain Fermi level by $eV$ relative to the source. Energies at the barrier top are measured from the subband edge there.

## First estimate by scaling

At zero temperature the velocity comes from the exclusion principle. Each valley holds $n/g_v$ electrons per area, so the only wave number that can be built from the density is $k\sim\sqrt{n/g_v}$. Therefore

$$v\sim\frac{\hbar}{m}\sqrt{\frac{n}{g_v}},\qquad eV_{\rm sat}\sim\frac{\hbar^2k^2}{m}\sim\frac{\hbar^2 n}{g_v m}.$$

The second relation says that the bias must be comparable with the kinetic energy before it can empty the states filled from the drain.

For this mass $\hbar/m=6.09\ \mathrm{cm^2/s}$, and $\sqrt{n/g_v}=\sqrt{5\times10^{12}}\ \mathrm{cm^{-1}}=2.24\times10^{6}\ \mathrm{cm^{-1}}$. The estimates are $v\sim1.4\times10^7$ cm/s and $V_{\rm sat}\sim0.02$ V. Scaling fixes the powers of $n$, $g_v$ and $m$, but not the numerical factors.

## Exact solution of the model

**Which contact fills which states.** Take an electron at the barrier top with $k_x>0$ and follow it backwards in time. It moves towards the source, and the potential falls all the way, so it never turns round. It must have come from the source. In the same way, an electron with $k_x<0$ came from the drain. Without scattering, the occupation of a state is carried unchanged along the trajectory. We assume wide contacts that absorb every arriving electron, and we neglect tunnelling and reflection above the barrier.

At zero temperature the right-moving states are then filled up to a radius $k_+$ and the left-moving states up to $k_-$. The two Fermi levels differ by $eV$, so as long as the drain level lies above the subband edge,

$$\frac{\hbar^2}{2m}\left(k_+^2-k_-^2\right)=eV. \tag{1}$$

**Density.** Per unit area there are $2g_v/(2\pi)^2$ states per area of $k$-space, the 2 being for spin. The occupied region consists of two half discs with areas $\pi k_\pm^2/2$, which gives

$$n=\frac{2g_v}{4\pi^2}\,\frac{\pi}{2}\left(k_+^2+k_-^2\right)=\frac{g_v}{4\pi}\left(k_+^2+k_-^2\right). \tag{2}$$

**Flux.** Each state contributes $v_x=\hbar k\cos\theta/m$, where $\theta$ is the angle from the $x$ axis. For the right half disc,

$$\int_0^{k_+}\!k\,dk\int_{-\pi/2}^{\pi/2}\!d\theta\;k\cos\theta=\frac{k_+^3}{3}\times2 .$$

The left half disc gives the same expression with $k_-$ and a minus sign. Hence

$$\Phi=\frac{2g_v}{4\pi^2}\,\frac{\hbar}{m}\,\frac23\left(k_+^3-k_-^3\right)=\frac{g_v\hbar}{3\pi^2m}\left(k_+^3-k_-^3\right). \tag{3}$$

**The radii at fixed density.** Equation (2) gives the sum $k_+^2+k_-^2=4\pi n/g_v$, and equation (1) gives the difference $2meV/\hbar^2$. Half the sum plus or minus half the difference is

$$k_\pm^2=\frac{2\pi n}{g_v}\pm\frac{meV}{\hbar^2}=\frac{2\pi n}{g_v}(1\pm u),\qquad u=\frac{eV}{E_F},\qquad E_F=\frac{2\pi\hbar^2n}{g_vm}. \tag{4}$$

The source Fermi level lies $\hbar^2k_+^2/2m=\tfrac12E_F(1+u)$ above the barrier top. It rises from $E_F/2$ at zero bias to $E_F$ at $u=1$. As the drain stops supplying electrons, the barrier top must sink relative to the source so that the source can supply the missing half. This is what holding $n$ fixed means. A fixed gate voltage does not do it by itself. In a simple capacitor model it fixes the sum of the source level above the barrier top and $e^2n/C$, with $C$ the capacitance per area of both gate oxides together. For 1 nm of oxide on each side and $n=10^{13}\ \mathrm{cm^{-2}}$ at zero bias, the density at saturation is then 18% lower, the velocity 9% lower and the current 25% lower than at fixed $n$. Including the potential drop inside a 2 nm film reduces these figures to about 16%, 8% and 23%.

**Velocity below saturation.** Divide (3) by $n$, with $n$ written as in (2):

$$v=\frac{4}{3\pi}\frac{\hbar}{m}\,\frac{k_+^3-k_-^3}{k_+^2+k_-^2}.$$

By (4) the numerator is $(2\pi n/g_v)^{3/2}\left[(1+u)^{3/2}-(1-u)^{3/2}\right]$, and the denominator is $2\,(2\pi n/g_v)$. Thus

$$v(u)=\frac{4}{3\pi}\frac{\hbar}{m}\sqrt{\frac{2\pi n}{g_v}}\;\frac{(1+u)^{3/2}-(1-u)^{3/2}}{2},\qquad 0\le u\le1. \tag{5}$$

**Saturation.** At $u=1$ the left half disc is empty. A larger bias lowers the drain level below the subband edge, where there are no more states to empty. With $k_-=0$ and $n$ fixed, $k_+$ is fixed by (2), and so is the flux. Setting $u=1$ in (5) gives the factor $2^{3/2}/2=\sqrt2$, and

$$v_{\rm inj}=\frac{4}{3\pi}\frac{\hbar k_F}{m},\qquad k_F=\sqrt{\frac{4\pi n}{g_v}}. \tag{6}$$

The factor $4/(3\pi)=0.4244$ is the mean of $(k/k_F)\cos\theta$ over a half disc. In terms of $v_{\rm inj}$, equation (5) reads

$$\frac{v(u)}{v_{\rm inj}}=\frac{(1+u)^{3/2}-(1-u)^{3/2}}{2\sqrt2}. \tag{7}$$

**Numbers.** For two valleys $4\pi n/g_v=6.28\times10^{13}\ \mathrm{cm^{-2}}$, whose root is $k_F=0.793\ \mathrm{nm^{-1}}$. The speed at the edge of the half disc is $v_F=\hbar k_F/m=4.83\times10^7$ cm/s, so

$$v_{\rm inj}=0.4244\times4.83\times10^7\ \mathrm{cm/s}=2.05\times10^7\ \mathrm{cm/s}.$$

The source level is $E_F=0.126$ eV above the barrier top, and saturation sets in at $V=0.126$ V. The current per width is

$$J=env_{\rm inj}=3.28\ \mathrm{mA/\mu m}.$$

The result can be tested without the integrals. A square box of side 2 µm holds $4\times10^5$ electrons at this density, hence $10^5$ occupied wave vectors with four electrons each (two spins in each of two valleys). The discrete box states were filled in order of energy from two reservoirs whose levels differ by $2E_F$. The average of $v_x$ over the filled states is $2.05\times10^7$ cm/s, in agreement with (6).

**The radius matters.** In equilibrium the same density fills a whole disc of radius $\sqrt{2\pi n/g_v}$, smaller than $k_F$ by $\sqrt2$. Using that radius in (6) would give $1.45\times10^7$ cm/s. It would describe a half disc holding only $n/2$, contrary to the stated density.

The larger radius also makes a demand on the source. Let the source be a sheet of the same kind that acts as a reservoir in equilibrium. Its subband edge lies no higher than the barrier top, and both directions of motion are filled there. Its disc has a radius of at least $k_F$, so its density is at least $g_vk_F^2/(2\pi)=2n=2\times10^{13}\ \mathrm{cm^{-2}}$. A reservoir of lower density cannot supply the assumed density at saturation. The bound does not apply to the ballistic stretch just before the barrier, where left-moving states above the barrier top stay empty and the density lies between $n$ and $2n$ until the subband edge has fallen about $0.27E_F$ below the top.

**The limit of small bias.** For $u\ll1$, $(1\pm u)^{3/2}\approx1\pm\tfrac32u+\tfrac38u^2$. The even terms cancel in the difference, which leaves $3u$. From (5), with $k_0=\sqrt{2\pi n/g_v}$ the equilibrium radius,

$$v\approx\frac{4}{3\pi}\frac{\hbar k_0}{m}\,\frac{3u}{2}=\frac{2}{\pi}\frac{\hbar k_0}{m}\,\frac{eV}{E_F}.$$

Now insert $n=g_vk_0^2/(2\pi)$ and $E_F=\hbar^2k_0^2/m$, which follows from (4):

$$\frac{J}{V}=\frac{en v}{V}=e^2\,\frac{g_vk_0^2}{2\pi}\,\frac{2}{\pi}\frac{\hbar k_0}{m}\,\frac{m}{\hbar^2k_0^2}=\frac{e^2g_vk_0}{\pi^2\hbar}=\frac{2e^2}{h}\,g_v\,\frac{k_0}{\pi}.$$

This is the conductance quantum $2e^2/h$ times the number of transverse modes per width: $k_y$ runs from $-k_0$ to $k_0$ with spacing $2\pi$ divided by the width, so each valley has $k_0/\pi$ modes per width. The ballistic channel therefore has a finite resistance even without scattering.

**The approach to saturation.** The slope of (7) is $3/(2\sqrt2)=1.06$ at $u=0$. At $u=1$ it is $\tfrac32\sqrt2/(2\sqrt2)=\tfrac34$ from below and zero from above. The zero-temperature curve thus has a kink at saturation. Half the saturation bias gives $v=1.08\times10^7$ cm/s, slightly more than half of $v_{\rm inj}$.

## Comparison of the estimate with the solution

The exact velocity is the scaling form times

$$\frac{4}{3\pi}\sqrt{4\pi}=0.4244\times3.545=1.50 .$$

This factor does not depend on the material. It raises $1.36\times10^7$ to $2.05\times10^7$ cm/s. Two larger corrections partly cancel in it: the filled radius is 3.5 times $\sqrt{n/g_v}$, while averaging over the half disc reduces the edge velocity to 0.42 of its value.

The saturation bias has no such cancellation. By (4) it is $2\pi$ times its scaling form, 0.126 V instead of 0.02 V. Scaling thus serves for the velocity within a factor of two, but not for deciding whether higher subbands stay empty, which depends on $E_F$.

The powers agree. At fixed density and mass, a single valley would raise $v_{\rm inj}$ by $\sqrt2$, because the same electrons would have to fill a larger radius. At fixed $g_v$ and $m$, a doubled density would also raise it by $\sqrt2$, but it would double $E_F$ as well.

## When the model applies to a real sheet

The following estimates take one departure from the model at a time, with $n$ fixed unless stated otherwise. They are not factors to be multiplied into a device prediction.

**Other subbands.** The gaps to all other levels must exceed $E_F$. The two lowest valleys are themselves split in so thin a film, by 2 to 24 meV for 13 to 17 atomic layers in a simple chain model with hard walls; this changes the saturated velocity by less than 0.4% and is neglected. Consider a 2 nm film between oxide barriers of 3.1 eV with oxide mass $0.5\,m_0$, both rough values, and gates on both sides. In the two occupied valleys the mass across the film is $0.916\,m_0$. In the other four it is $0.19\,m_0$, which pushes them up. An effective-mass calculation with the Hartree potential of the sheet charge, without exchange, correlation or strain, puts the second subband 0.249 eV and the four other valleys 0.160 eV above the lowest level. Both gaps exceed 0.126 eV. The gap to the four valleys depends strongly on how the interface is described: it is 0.19 eV for an oxide mass of $0.3\,m_0$, 0.15 eV for $0.6\,m_0$ and 0.39 eV for impenetrable walls. With $0.5\,m_0$ it falls to $E_F$ at a thickness of about 2.4 nm. The margin is modest: if the gaps are held fixed, the four valleys begin to fill at $n=(0.160/0.126)\times10^{13}\approx1.3\times10^{13}\ \mathrm{cm^{-2}}$.

In a 5 nm film, treated as a flat well without the Hartree potential, these gaps are only 0.046 and 0.043 eV. At zero temperature 55% of the electrons then sit in upper levels, and the saturated velocity is $8.9\times10^6$ cm/s for current along an in-plane cubic axis. The Hartree potential, about 0.11 eV across this film, lowers the first gap to 0.028 eV but changes the velocity only to $9.0\times10^6$ cm/s; with impenetrable walls the velocity is $1.2\times10^7$ cm/s with the Hartree potential and $1.1\times10^7$ cm/s without it. To see why the velocity falls so far below $v_{\rm inj}$, consider one level with masses $m_x$ and $m_y$, filled to an energy $\varepsilon$ above its edge. Scaling each $k$ axis by the root of its mass turns the half ellipse into a half disc, and the level's mean velocity becomes $\tfrac{4}{3\pi}\sqrt{2\varepsilon/m_x}$. Additional levels share the fixed density, so the source level and every $\varepsilon$ are lower. Moreover, two of the four added valleys have $m_x=0.916\,m_0$. This second effect is the smaller one: giving these valleys $m_x=0.19\,m_0$ in the velocity at unchanged density of states raises the ratio to $v_{\rm inj}$ only from 0.44 to 0.48.

**Temperature.** At 300 K, $kT=0.0259$ eV, about a fifth of $E_F$. For one subband the right-moving density is proportional to $kT\ln(1+e^{\mu/kT})$, where $\mu$ is the source level above the edge. For $\mu\gg kT$ this is $\mu$ up to exponentially small terms, so fixed $n$ means $\mu\approx E_F$. The flux, proportional to $E_F^{3/2}$ at zero temperature, becomes proportional to $\int_0^\infty\tfrac32\sqrt{E}\,f(E)\,dE$, with $f$ the Fermi function. The Sommerfeld expansion adds $\tfrac{\pi^2}{6}(kT)^2$ times the derivative of $\tfrac32\sqrt E$ at $\mu$, which is $\tfrac34\mu^{-1/2}$. To this order

$$v\approx v_{\rm inj}\left[1+\frac{\pi^2}{8}\left(\frac{kT}{E_F}\right)^2\right],$$

an increase of 5%. The full Fermi integrals give $2.16\times10^7$ cm/s, in agreement.

With the oxide values above, the increase does not survive when the other levels of the 2 nm film are included. With the zero-temperature Hartree potential kept, they take 12% of the electrons at 300 K, and the velocity is $1.91\times10^7$ cm/s, 7% below $v_{\rm inj}$. This result follows the four-valley gap: for an oxide mass of $0.3\,m_0$ the velocity is within 1% of $v_{\rm inj}$, and for impenetrable walls the upper levels stay empty and the 5% increase remains. At a drain bias of 0.7 V the density injected by the drain is about $5\times10^{-11}$ of that from the source in the one-subband model, so saturation at that bias is not in doubt. It sets in later and without a kink, however: at 0.126 V the one-subband velocity is 81% of its saturated value at 300 K, and it reaches 95% near 0.18 V and 99% near 0.22 V.

**Nonparabolic bands.** Away from the band minimum silicon is described better by $E(1+\alpha E)=\gamma$, where $\gamma$ is the parabolic energy and $\alpha=0.5\ \mathrm{eV^{-1}}$ is a rough value. Differentiation with respect to $k$ gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m$, so the group velocity is

$$\frac1\hbar\frac{dE}{dk}=\frac{\hbar k}{m(1+2\alpha E)}.$$

The density still fixes $k_F$, because counting states in $k$-space does not involve the mass. Every electron is simply slower. If $\gamma$ contains only the in-plane energy, the mean velocity is $1.91\times10^7$ cm/s. If it also contains the confinement energy of the flat 2 nm well, 0.087 eV, the velocity is $1.78\times10^7$ cm/s, 13% below the parabolic result.

**Backscattering.** This is the largest of the corrections estimated for the 2 nm film. Let $\Phi_+$ and $\Phi_-$ be the opposing fluxes beyond the barrier top, and define the backscattering length $\lambda$ by $d\Phi_+/dx=-(\Phi_+-\Phi_-)/\lambda$. The net flux $\Phi=\Phi_+-\Phi_-$ is constant, so $\Phi_+$ falls linearly. Suppose that an electron scattered back within a length $\ell$ returns to the source, and that none returns from farther away. Then $\Phi_-(\ell)=0$ and $\Phi_+(0)=\Phi(1+\ell/\lambda)$, and the reflected fraction is

$$R=1-\frac{\Phi}{\Phi_+(0)}=\frac{\ell}{\ell+\lambda}.$$

To link $\lambda$ with the mobility, compare with diffusion near equilibrium. A small change of density adds or removes electrons at the Fermi level, half of them moving each way, so $d\Phi_+/dx\approx\tfrac12\langle|v_x|\rangle\,dn/dx$ with the average taken over the Fermi circle. The net flux is $\Phi=-\lambda\,d\Phi_+/dx$, so the diffusion constant is $\lambda\langle|v_x|\rangle/2$. It also equals $\langle v_x^2\rangle\tau$, with $\tau$ the momentum relaxation time. On a circle of speed $v_0$, $\langle v_x^2\rangle=v_0^2/2$ and $\langle|v_x|\rangle=2v_0/\pi$, hence $\lambda=\tfrac{\pi}{2}v_0\tau$.

A mobility of 100 cm²/Vs, a rough value for so thin a film, means $\tau=10.8$ fs. With the equilibrium Fermi velocity $v_0=3.42\times10^7$ cm/s, $\lambda=5.8$ nm. For $\ell=5$ nm, also rough, $R=5/(5+5.8)=0.46$. Scattering this strong is at the edge of the semiclassical picture. Here $\hbar/\tau=61$ meV, about the equilibrium Fermi energy $E_F/2=63$ meV and more than the 34 meV by which the four-valley gap exceeds $E_F$. Moreover $k_0v_0\tau\approx2$, and the Fermi wavelength of 8 to 11 nm is longer than both $\ell$ and $\lambda$. A Gaussian level broadening of width $\hbar/2\tau=30$ meV would put about 5% of the electrons of the 2 nm film into upper levels even at zero temperature.

Suppose that the left-moving states inside the source's radius have occupancy $R$ at zero temperature. The density is then $(1+R)$ times that of the right half disc, so at fixed $n$ the radius shrinks by $(1+R)^{-1/2}$. The net flux is $(1-R)$ times the right-moving flux, and the latter is the right-moving density $n/(1+R)$ times its mean velocity $v_{\rm inj}/\sqrt{1+R}$. Together,

$$v=v_{\rm inj}\,\frac{1-R}{(1+R)^{3/2}}=6.2\times10^6\ \mathrm{cm/s}.$$

This is 30% of the ballistic value. The near-equilibrium $\lambda$, the uniform occupancy and the sharp length $\ell$ make it an estimate of size only, and for $\ell=5$ nm it lies on the high side. Slower and grazing electrons are reflected more often; with a constant $\tau$ for all filled states in a field-free layer of 5 nm the ratio is about 0.23. In a degenerate gas, moreover, the stretch from which most electrons return is roughly that over which the potential falls by $E_F$, not $kT$. For a parabolic top that falls by $kT$ over 5 nm this takes 11 nm, and the formula above then gives 0.16. That formula ignores the field that carries electrons away from the top; with this field, a constant $\tau$ and elastic scattering, the ratio is about 0.22 if electrons are absorbed at 11 nm and 0.18 if they are absorbed where the potential has fallen by 0.7 V, 26 nm from the top. In the latter case about 8% of the returning flux has been beyond 11 nm, since elastic scattering sets no sharp limit. If the parabola instead falls by 0.7 V over 18, 12 or 8 nm, the same treatment gives 0.25, 0.34 and 0.45.

**Tunnelling and the oxide.** Let the barrier top be a parabola that falls by $kT$ at 300 K over 5 nm. Write it as $-\tfrac12m\omega^2x^2$, so that $\omega=\sqrt{2kT/m}/(5\ \mathrm{nm})$. An electron at depth $\delta$ below the top has turning points at $\pm a$ with $a=\sqrt{2\delta/m}/\omega$, and the semiclassical tunnelling exponent is

$$\frac2\hbar\int_{-a}^{a}\sqrt{2m\left(\delta-\tfrac12m\omega^2x^2\right)}\,dx=\frac{2\pi\delta}{\hbar\omega}.$$

For $\delta\gtrsim2\delta_0$ the tunnelling probability is therefore about $e^{-\delta/\delta_0}$ with $\delta_0=\hbar\omega/(2\pi)=4.6$ meV, or 4% of $E_F$. Nearer the top this form fails: a numerical solution follows $1/(1+e^{\delta/\delta_0})$, which is one half at the top, and about a quarter of the electrons are still reflected at $\delta_0$ above it. Tunnelling and this reflection affect a narrow range of energies and nearly cancel; at fixed $n$ they change the saturated velocity by about 0.3%. Each gate supplies half the charge, so the oxide field is $en/(2\epsilon_{\rm ox})=2.3$ MV/cm for a permittivity of $3.9\,\epsilon_0$. This is below the rough breakdown field of 10 MV/cm.

**Beside a real device.** A density near $10^{13}\ \mathrm{cm^{-2}}$ is typical of a silicon transistor in its on state. A thickness of 2 nm is unusually small, since stacked nanosheets are roughly 5 nm thick. At 5 nm the single-subband assumption breaks, which in the effective-mass model lowers the zero-temperature velocity to 0.44 of $v_{\rm inj}$ with the oxide values above and to about 0.6 with impenetrable walls; at 300 K the ratios are about 0.60 and 0.65, all with the self-consistent Hartree potential. At 2 nm that assumption holds at zero temperature for sharp levels, but scattering breaks the ballistic one, and with the rough mobility and the 5 nm length above the velocity drops to roughly 0.2 to 0.3 of $v_{\rm inj}$; a steeper barrier gives a higher ratio, about 0.34 if the potential falls by 0.7 V over 12 nm. The value $2.05\times10^7$ cm/s is therefore a reference for an unstrained, ballistic, single-subband sheet at the stated density, not a forecast for a device. The values for the main parameter set are listed in the numerical output below.

## Values computed for the example and the checks

```
in-plane mass: 0.19 m0
valleys: 2 
density n: 1e+13 cm^-2
saturated k_F: 0.7927 1/nm
saturated v_F: 4.83e+07 cm/s
ratio v_inj/v_F: 0.4244 
E_F above barrier top: 0.126 eV
saturation drain bias: 0.126 V
v_inj, formula: 2.05e+07 cm/s
v_inj, counted box states: 2.05e+07 cm/s
v at half the saturation bias: 1.075e+07 cm/s
v with wrong equilibrium radius: 1.449e+07 cm/s
least source density, same sheet: 2e+13 cm^-2
current per width: 3.284 mA/um
film thickness: 2 nm
oxide barrier (rough): 3.1 eV
oxide mass (rough): 0.5 m0
longitudinal mass: 0.916 m0
permittivity Si: 11.7 eps0
permittivity oxide: 3.9 eps0
gap to 2nd subband, 2 nm: 0.2485 eV
gap to other valleys, 2 nm: 0.1603 eV
flat-well film thickness: 5 nm
gap to 2nd subband, 5 nm: 0.04603 eV
gap to other valleys, 5 nm: 0.04308 eV
upper-level share, 5 nm, 0 K: 55.1 %
v, 5 nm, 0 K, all levels: 8.931e+06 cm/s
temperature of use: 300 K
kT: 0.02585 eV
v, 300 K, lowest subband only: 2.157e+07 cm/s
v, 300 K, 2 nm, all levels: 1.91e+07 cm/s
upper-level share, 2 nm, 300 K: 12.2 %
drain bias for back-injection: 0.7 V
drain/source density ratio: 4.6e-11 
nonparabolicity (rough): 0.5 1/eV
confinement energy, flat 2 nm well: 0.08695 eV
v, nonparabolic in plane: 1.913e+07 cm/s
v, nonparabolic + confinement: 1.782e+07 cm/s
mobility (rough): 100 cm2/Vs
scattering time: 10.8 fs
equilibrium v_F: 3.415e+07 cm/s
backscattering mean free path: 5.795 nm
critical layer (rough): 5 nm
reflected fraction R: 0.463 
v with backscattering, 0 K: 6.217e+06 cm/s
tunnelling energy scale: 4.58 meV
tunnelling scale / E_F: 0.036 
oxide field, double gate: 2.32 MV/cm
```
